# Hyperfine constants of Cu2+ with an x2-y2 hole

## Definitions and conventions

The ion has the configuration $d^9$. The nucleus sits at the origin and has the magnetic moment $\boldsymbol\mu_I=g_N\mu_N\mathbf I$. The electron has charge $-e$ and magnetic moment $-g_e\mu_B\mathbf s$, with $g_e>0$. The angular momenta $\mathbf l$, $\mathbf s$ and $\mathbf I$ are dimensionless. The unit vector from nucleus to electron is $\mathbf n=(x,y,z)$, and repeated Cartesian indices are summed unless stated otherwise.

The real $d$ orbitals have the angular parts, with $N=\sqrt{15/4\pi}$,

$$|0\rangle=\tfrac N2(x^2-y^2),\quad |xy\rangle=Nxy,\quad |xz\rangle=Nxz,\quad |yz\rangle=Nyz,\quad |z^2\rangle=\tfrac{N}{2\sqrt3}(2z^2-x^2-y^2).$$

The hyperfine energy scale and the dipolar tensor are

$$P=\frac{\mu_0}{4\pi}\,g_e\mu_B g_N\mu_N\langle r^{-3}\rangle,\qquad T_{ab}=3n_an_b-\delta_{ab}.$$

The lowest Kramers doublet is described by an effective spin $S=\tfrac12$ with the spin Hamiltonian

$$H_S=\mu_B\,\mathbf B\cdot\mathbf g\cdot\mathbf S+\mathbf S\cdot\mathbf A\cdot\mathbf I .$$

Here $\mathbf A$ is an energy, "par" refers to the tetragonal axis $z$, "perp" to $x$ and $y$, and $\Delta g=g-g_e$. Nuclear Zeeman and quadrupole terms are separate and are omitted.

## Theorem

Assume that

1. the hole is in $x^2-y^2$, and moving it to $xy$ costs $\Delta_{xy}$, while moving it to $xz$ or $yz$ costs $\Delta_e$;
2. the orbitals are pure $d$ functions with one common $\langle r^{-3}\rangle$, and the crystal field does not mix $z^2$ into $x^2-y^2$;
3. the one-electron spin-orbit coupling $\zeta\,\mathbf l\cdot\mathbf s$, $\zeta>0$, is small compared with the gaps;
4. the isotropic coupling of the spin to the nucleus is $-\kappa P\,\mathbf s\cdot\mathbf I$.

Then, to first order in $\zeta/\Delta$ and with $2/g_e$ replaced by 1,

$$A_{\rm par}=P\left(-\kappa-\tfrac47+\Delta g_{\rm par}+\tfrac37\Delta g_{\rm perp}\right),$$

$$A_{\rm perp}=P\left(-\kappa+\tfrac27+\tfrac{11}{14}\Delta g_{\rm perp}\right),$$

where $\Delta g_{\rm par}=8\zeta/\Delta_{xy}$ and $\Delta g_{\rm perp}=2\zeta/\Delta_e$.

## Lemma 1: the coupling of one electron

*For one $d$ electron the hyperfine operator is*

$$h=P\,I_a\left[\frac{2}{g_e}\,l_a+T_{ab}s_b-\kappa s_a\right].$$

**Proof.** The nuclear moment produces the vector potential $\mathbf A_N=(\mu_0/4\pi)\,\boldsymbol\mu_I\times\mathbf r/r^3$, which is divergence-free. The kinetic energy $(\mathbf p+e\mathbf A_N)^2/2m$ therefore contains the linear term $(e/m)\mathbf A_N\cdot\mathbf p$. Since $(\boldsymbol\mu_I\times\mathbf r)\cdot\mathbf p=\boldsymbol\mu_I\cdot(\mathbf r\times\mathbf p)=\hbar\,\boldsymbol\mu_I\cdot\mathbf l$ and $e\hbar/m=2\mu_B$,

$$\frac em\mathbf A_N\cdot\mathbf p=\frac{\mu_0}{4\pi}\frac{2\mu_Bg_N\mu_N}{r^3}\,\mathbf l\cdot\mathbf I .$$

Its radial average is $(2/g_e)P\,\mathbf l\cdot\mathbf I$, because $P$ was defined with $g_e\mu_B$ and not $2\mu_B$.

The spin has energy $+g_e\mu_B\mathbf s\cdot\mathbf B_N$. Away from the nucleus the field is $\mathbf B_N=(\mu_0/4\pi)[3\mathbf n(\mathbf n\cdot\boldsymbol\mu_I)-\boldsymbol\mu_I]/r^3$, which gives $P\,s_bT_{ab}I_a$. A $d$ orbital vanishes at the nucleus, so it has no contact density of its own. The isotropic term of assumption 4 represents the spin density that the open shell induces in the $s$ shells. $\square$

## Lemma 2: nine electrons as one hole

*The $d^9$ ion behaves as one particle with the hyperfine operator $h$ and the Zeeman operator of an electron, but with the crystal field reversed and with spin-orbit coupling $\lambda\,\mathbf l\cdot\mathbf s$, $\lambda=-\zeta$.*

**Proof.** Let $|\bar k\rangle=a_k|{\rm full}\rangle$ be the filled shell with spin-orbital $k$ removed. For a one-body operator with matrix $O_{ij}$, use $a_i^\dagger a_j=\delta_{ij}-a_ja_i^\dagger$:

$$\langle\bar k|\sum_{ij}O_{ij}a_i^\dagger a_j|\bar k'\rangle=\delta_{kk'}\,{\rm Tr}\,O-\sum_{ij}O_{ij}\langle{\rm full}|a_k^\dagger a_j\,a_i^\dagger a_{k'}|{\rm full}\rangle .$$

No electron can be added to the filled shell, so $a_i^\dagger a_{k'}|{\rm full}\rangle=\delta_{ik'}|{\rm full}\rangle$ and likewise $\langle{\rm full}|a_k^\dagger a_j=\delta_{jk}\langle{\rm full}|$. The matrix element is $\delta_{kk'}{\rm Tr}\,O-O_{k'k}$. Apart from a constant, $O$ becomes $-O^T$.

In real orbitals $\mathbf l$ is Hermitian and purely imaginary, hence $\mathbf l^T=-\mathbf l$, while $T_{ab}$ and the crystal field $V$ are real and symmetric. For the spin, the rotation $R=2is_y$ gives $R\,s_a^TR^{-1}=-s_a$. Applying $O\to-O^T$ and then $R$ gives

$$l_a\to l_a,\qquad s_a\to s_a,\qquad T_{ab}s_b\to T_{ab}s_b,\qquad V\to-V,\qquad l_as_a\to-l_as_a .$$

In the last case $-(l_as_a)^T=-l_a^Ts_a^T=l_as_a^T$, which $R$ turns into $-l_as_a$.

The Coulomb repulsion is spherical and independent of spin. The ten $d^9$ states form a single $^2D$ term, so it adds only a constant. $\square$

The magnetic operators are odd under time reversal and keep their sign. Spin-orbit coupling is even and changes sign. This is why the $g$ shifts of the hole are positive while the dipolar factors are those of an electron in $x^2-y^2$.

## Lemma 3: angular matrix elements

*Write $\langle n|l_c|0\rangle=i\ell^n_c$. The nonzero elements are*

$$\ell_z^{xy}=2,\qquad \ell_x^{yz}=-1,\qquad \ell_y^{xz}=-1 .$$

*In $|0\rangle$ the tensor $\langle T\rangle$ is diagonal with $\langle T_{xx}\rangle=\langle T_{yy}\rangle=\tfrac27$ and $\langle T_{zz}\rangle=-\tfrac47$. Further,*

$$\langle0|T_{yz}|yz\rangle=-\tfrac37,\qquad\langle0|T_{xz}|xz\rangle=+\tfrac37,$$

*all other components of $T$ between $|0\rangle$ and these two orbitals vanish except for the symmetric partners $T_{zy}$ and $T_{zx}$, and $\langle0|T_{ab}|xy\rangle=0$.*

**Proof.** Let the angular momentum act on $f=(x^2-y^2)/2$:

$$l_xf=-i(y\partial_z-z\partial_y)f=-i\,yz,$$

$$l_yf=-i(z\partial_x-x\partial_z)f=-i\,xz,$$

$$l_zf=-i(x\partial_y-y\partial_x)f=+2i\,xy .$$

These give the three values of $\ell$. They also show that $\mathbf l$ connects $|0\rangle$ neither to itself nor to $|z^2\rangle$.

For $T$, let an overbar denote the mean over the unit sphere. Then $4\pi N^2=15$, $\overline{x^4y^2}=3/105$ and $\overline{x^2y^2z^2}=1/105$, with the same values for permuted axes. Hence

$$\langle z^2\rangle_0=\tfrac{15}4\,\overline{(x^4-2x^2y^2+y^4)z^2}=\tfrac{15}{4}\cdot\frac{3-2+3}{105}=\tfrac17 .$$

Since $x^2+y^2+z^2=1$ and $x$ and $y$ are equivalent in $|0|^2$, $\langle x^2\rangle_0=\langle y^2\rangle_0=\tfrac37$. Then $\langle T_{zz}\rangle=\tfrac37-1=-\tfrac47$ and $\langle T_{xx}\rangle=\tfrac97-1=\tfrac27$. Off-diagonal components are odd in two coordinates and vanish.

Between $|0\rangle$ and $|yz\rangle$ the integrand is even in every coordinate only if $n_an_b=yz$, and

$$\langle0|3yz|yz\rangle=\tfrac{45}2\,\overline{(x^2-y^2)y^2z^2}=\tfrac{45}{2}\cdot\frac{1-3}{105}=-\tfrac37 .$$

Exchanging $x$ and $y$ reverses the sign of $|0\rangle$ and gives $+\tfrac37$ for $|xz\rangle$. For $|xy\rangle$ the one component allowed by parity is proportional to $\overline{(x^2-y^2)x^2y^2}=0$. $\square$

## Proof of the theorem

**The doublet.** Without spin-orbit coupling the ground states are $|0\rangle\chi$, with $\chi$ any spin state. The coupling has no matrix element within this doublet because $\langle0|\mathbf l|0\rangle=0$. To first order the states are

$$|\tilde\chi\rangle=|0\rangle\chi-\sum_n\frac{\lambda}{\Delta_n}\,|n\rangle\langle n|l_c|0\rangle\,s_c\chi .$$

The norm changes only in second order, so $\chi$ itself can serve as the state of the effective spin, and $\mathbf s$ acting on $\chi$ is $\mathbf S$. An operator $X$ becomes

$$X_{\rm eff}=\langle0|X|0\rangle-\sum_n\frac\lambda{\Delta_n}\Big[\langle0|X|n\rangle\,i\ell_c^n\,S_c+S_c\,(-i\ell_c^n)\,\langle n|X|0\rangle\Big],\tag{1}$$

where matrix elements are taken over the orbitals and spin operators in $X$ keep their order.

**The $g$ shift.** The Zeeman operator is $\mu_B B_a(l_a+g_es_a)$. For $X=l_a$, $\langle0|l_a|n\rangle=-i\ell_a^n$, and both terms in (1) are equal:

$$(l_a)_{\rm eff}=-2\lambda\sum_n\frac{\ell_a^n\ell_c^n}{\Delta_n}S_c .$$

Each $n$ has a single nonzero $\ell_c^n$, so the result is diagonal. For $X=s_a$ the correction vanishes because $\langle0|n\rangle=0$. With $\lambda=-\zeta$,

$$\Delta g_{\rm par}=-\frac{2\lambda\cdot4}{\Delta_{xy}}=\frac{8\zeta}{\Delta_{xy}},\qquad\Delta g_{\rm perp}=-\frac{2\lambda}{\Delta_e}=\frac{2\zeta}{\Delta_e}.$$

**The orbital hyperfine term.** It contains the same operator $l_a$, so it contributes $(2/g_e)P\Delta g_{\rm par}$ and $(2/g_e)P\Delta g_{\rm perp}$. The orbital moment that shifts $g$ also produces a field at the nucleus.

**The isotropic term.** It contributes $-\kappa P$ in every direction, with no first-order correction, again because the orbitals are orthogonal.

**The dipolar term.** Its zeroth-order part is $P\langle T_{aa}\rangle$ (no sum), which is $-\tfrac47P$ along $z$ and $+\tfrac27P$ in the plane. For the correction put $X=T_{ab}s_b$ in (1). With the real number $T^n_{ab}=\langle0|T_{ab}|n\rangle$, the two spin products combine into a commutator:

$$-\sum_n\frac{i\lambda}{\Delta_n}\ell_c^nT^n_{ab}[S_b,S_c]=\lambda\sum_n\frac{\ell_c^nT_{ab}^n}{\Delta_n}\,\epsilon_{bcd}S_d ,$$

since $[S_b,S_c]=i\epsilon_{bcd}S_d$ and $-i\cdot i=1$. The factor multiplying $S_d$ is the correction to $A_{ad}/P$. The orbital $xy$ drops out by Lemma 3. The other two give, in units of $\lambda/\Delta_e$:

- $yz$, with $c=x$: the $zz$ element has $b=y$ and $\epsilon_{yxz}=-1$, so it is $(-1)(-\tfrac37)(-1)=-\tfrac37$. The $yy$ element has $b=z$ and $\epsilon_{zxy}=+1$, so it is $(-1)(-\tfrac37)(+1)=+\tfrac37$.
- $xz$, with $c=y$: the $zz$ element has $b=x$ and $\epsilon_{xyz}=+1$, so it is $(-1)(\tfrac37)(+1)=-\tfrac37$. The $xx$ element has $b=z$ and $\epsilon_{zyx}=-1$, so it is $(-1)(\tfrac37)(-1)=+\tfrac37$.

Because $\lambda/\Delta_e=-\tfrac12\Delta g_{\rm perp}$, the corrections are

$$zz:\ -\tfrac67\cdot\left(-\tfrac12\Delta g_{\rm perp}\right)=\tfrac37\Delta g_{\rm perp},\qquad xx,\,yy:\ \tfrac37\cdot\left(-\tfrac12\Delta g_{\rm perp}\right)=-\tfrac3{14}\Delta g_{\rm perp}.$$

**Sum.** Adding all parts,

$$\frac{A_{\rm par}}P=-\kappa-\tfrac47+\tfrac2{g_e}\Delta g_{\rm par}+\tfrac37\Delta g_{\rm perp},\qquad \frac{A_{\rm perp}}P=-\kappa+\tfrac27+\left(\tfrac2{g_e}-\tfrac3{14}\right)\Delta g_{\rm perp}.$$

Setting $2/g_e=1$, with $1-\tfrac3{14}=\tfrac{11}{14}$, gives the theorem. $\square$

## Corollary: obtaining $P$ and $\kappa$

The dipolar parts have zero trace, $-\tfrac47+2\cdot\tfrac27=0$ and $\tfrac37-2\cdot\tfrac3{14}=0$, so

$$\frac{A_{\rm par}+2A_{\rm perp}}3=P\left(-\kappa+\frac{\Delta g_{\rm par}+2\Delta g_{\rm perp}}3\right).$$

In the difference $\kappa$ cancels, and $\tfrac37-\tfrac{11}{14}=-\tfrac5{14}$:

$$P=\frac{A_{\rm par}-A_{\rm perp}}{-\tfrac67+\Delta g_{\rm par}-\tfrac5{14}\Delta g_{\rm perp}} .$$

The mean then yields $\kappa$. Both steps need the relative sign of $A_{\rm par}$ and $A_{\rm perp}$, not just their magnitudes. The levels of $H_S$ do not contain this sign, because rotating $\mathbf I$ by $\pi$ about $z$ turns $A_{\rm perp}$ into $-A_{\rm perp}$. It must come from other information, such as the isotropic average of $\mathbf A$ or the small effects of the nuclear Zeeman term. A wrong choice does not reveal itself: in the worked example below it gives $P/h\approx893$ MHz and $\kappa\approx0.366$ instead of $1007$ MHz and $0.295$. Once the relative sign is known, the overall sign is fixed, because $P$ has the sign of $g_N$.

## Remarks on validity

For $\zeta\to0$ the orbital moment is fully quenched, and what remains is the isotropic term and the dipolar field of an $x^2-y^2$ spin density. That density lies near the plane, which makes its dipolar factor negative along $z$.

The formulas fail when $\Delta_{xy}$ or $\Delta_e$ becomes comparable with $\zeta$. They also change if a lower symmetry mixes $z^2$ into the ground orbital, since the matrix elements of Lemma 3, which are those of pure $x^2-y^2$, then no longer describe the ground orbital. If the hole spreads onto ligands, the matrix elements of $\mathbf l$ and $T$ are no longer the pure $d$ values. A $P$ extracted with the corollary is then an effective parameter.

## Worked example

Take the round model parameters $\zeta=0.06$ eV, $\Delta_{xy}=1.6$ eV, $\Delta_e=2.0$ eV, $\kappa=0.3$, $g_N=1.5$ and $\langle r^{-3}\rangle=7.0\,a_0^{-3}$. They give $P/h=1003.0$ MHz and

$$\Delta g_{\rm par}=\frac{8(0.06)}{1.6}=0.30,\qquad\Delta g_{\rm perp}=\frac{2(0.06)}{2.0}=0.06 .$$

In MHz, in the order isotropic, dipolar, orbital, dipolar crossed with spin-orbit,

$$A_{\rm par}/h=-300.9-573.1+300.9+25.8=-547.3,$$

$$A_{\rm perp}/h=-300.9+286.6+60.2-12.9=33.0 .$$

The main results correspond to $A_{\rm par}/hc=-182.6\times10^{-4}$ cm⁻¹ and $A_{\rm perp}/hc=11.0\times10^{-4}$ cm⁻¹. The small $A_{\rm perp}$ is a near-cancellation of larger parts. Keeping $2/g_e=0.9988$ changes $A_{\rm par}/h$ to $-547.7$ MHz and $A_{\rm perp}/h$ to $32.9$ MHz.

The numerical check diagonalizes the nine-electron problem, with $2/g_e$ kept. The $z^2$ gap, set to 1.2 eV, does not affect the result as long as the doublet stays lowest. Spin-orbit coupling conserves $m_j$ and the tetragonal field changes it only by multiples of 4, so $z^2$, with $m_j=\pm\tfrac12$, never mixes into the doublet, which has $m_j=\pm\tfrac52,\mp\tfrac32$. The diagonalization gives $-555.25$ and $33.42$ MHz. Relative to these values, the first-order results with $2/g_e$ kept are off by 1.4% and 1.6%. With $2/g_e$ set to 1 in both the formula and the diagonalization, the remainder was tested at $\zeta=0.006$ and $0.003$ eV and shrinks about as $\zeta^2$.

In practice the $g$ shifts are measured, and they contain higher orders too. The diagonalization gives $\Delta g_{\rm par}=0.2919$ and $\Delta g_{\rm perp}=0.0543$. With these in the theorem,

$$A_{\rm par}/h=1003.0\,(-0.8714+0.2919+0.0233)=-557.9\ \text{MHz},$$

$$A_{\rm perp}/h=1003.0\,(-0.0143+0.0427)=28.5\ \text{MHz}.$$

The first is within 0.5% of the diagonalized value, but the second is 15% too low. The deviation of 5 MHz is only 0.5% of $P/h$. It looks large because $A_{\rm perp}$ itself is small.

In the corollary the neglected terms enter $P$ divided by a denominator that here is about $-0.58$, not close to zero:

$$\frac Ph=\frac{-555.25-33.42}{-0.8571+0.2919-0.0194}\ \text{MHz}\approx1007\ \text{MHz},$$

$$\kappa=\frac{0.2919+2(0.0543)}3-\frac{-555.25+2(33.42)}{3(1007)}\approx0.295 .$$

These lie 0.4% above the input $P/h$ and 1.6% below the input $\kappa$. The close agreement for $P$ is helped by a partial cancellation. With the diagonalized $g$ shifts, the theorem's values lie 2.6 and 4.9 MHz below the diagonalized ones, so the two deviations partly cancel in the difference $A_{\rm par}-A_{\rm perp}$, while they add in the mean that gives $\kappa$. These errors grow quickly with $\zeta/\Delta$. With $\zeta=0.103$ eV, near the free-ion value of Cu²⁺, and the same gaps, the corollary gives $P$ 1.6% too high and $\kappa$ about 4% too low. With the gaps also lowered to $\Delta_{xy}=1.0$ eV and $\Delta_e=1.2$ eV, the errors are 9.5% and 8%.

## Table of computed values

```
zeta = 0.06 eV
gap to xy = 1.6 eV
gap to xz, yz = 2.0 eV
gap to z2 = 1.2 eV
kappa = 0.3
nuclear g factor = 1.5
<r^-3> = 7.0 a0^-3
free-electron g_e = 2.002319
2/g_e = 0.998842
<xy|l_z|x2-y2> / i = 2.0000
<yz|l_x|x2-y2> / i = -1.0000
<xz|l_y|x2-y2> / i = -1.0000
<T_zz> in x2-y2 = -0.571429
<T_xx> in x2-y2 = 0.285714
<x2-y2|T_yz|yz> = -0.428571
<x2-y2|T_xz|xz> = 0.428571
dipolar slope / g_perp slope, par = 0.42857
dipolar slope / g_perp slope, perp = -0.21429
order of remainder, par = 2.012
order of remainder, perp = 1.979
first-order dg_par = 0.3000
first-order dg_perp = 0.0600
P/h = 1002.97 MHz
isotropic part, both = -300.89 MHz
dipolar part, par = -573.13 MHz
dipolar part, perp = 286.56 MHz
orbital part, par = 300.89 MHz
orbital part, perp = 60.18 MHz
dipolar-spin-orbit part, par = 25.79 MHz
dipolar-spin-orbit part, perp = -12.90 MHz
A_par/h, formula = -547.34 MHz
A_perp/h, formula = 32.95 MHz
A_par/hc, formula = -182.57 x 1e-4 cm^-1
A_perp/hc, formula = 10.99 x 1e-4 cm^-1
A_par/h, formula with 2/g_e kept = -547.69 MHz
A_perp/h, formula with 2/g_e kept = 32.89 MHz
g_par, exact diagonalization = 2.2943
g_perp, exact diagonalization = 2.0567
dg_par, exact diagonalization = 0.2919
dg_perp, exact diagonalization = 0.0543
A_par/h, exact diagonalization = -555.25 MHz
A_perp/h, exact diagonalization = 33.42 MHz
P/h recovered from exact g and A = 1006.95 MHz
kappa recovered from exact g and A = 0.2952
```
